# Voigt and Reuss bounds on the elastic moduli of random polycrystals, part 2

To find the stress in a metal film cooled on a stiff substrate, one needs an elastic modulus for a film of many differently oriented grains. Averaging the grain stiffness or the grain compliance gives two candidates, and we ask which engineering moduli are bounded by them.

The grains fill a periodic cell, are linearly elastic and are perfectly bonded. The grain stiffness is \(C\), its inverse is the compliance \(S\), and \(\langle\cdot\rangle\) is a volume mean. The effective stiffness \(C^*\), with inverse \(S^*\), links mean stress \(\bar\sigma\) to mean strain \(\bar\varepsilon\). Repeated indices are summed from 1 to 3, \(A:B=A_{ij}B_{ij}\), and \(\mathbf1\) is the identity tensor, with components \(\delta_{ij}\). Tensile stress and extension are positive. Moduli are in GPa.

A strain is compatible if it derives from a continuous displacement with a periodic fluctuation. A stress is balanced if it satisfies equilibrium with continuous tractions.

**Theorem 1 (tensor bounds).**
\[
\langle S\rangle^{-1}\le C^*\le\langle C\rangle .
\]
Here \(A\le B\) means \(e:A:e\le e:B:e\) for every symmetric \(e\). The right side is the Voigt bound, from a uniform trial strain; the left is the Reuss bound, from a uniform trial stress. Their errors are
\[
\bar\varepsilon:(\langle C\rangle-C^*):\bar\varepsilon=\langle\eta:C:\eta\rangle,
\qquad
\bar\sigma:(\langle S\rangle-S^*):\bar\sigma=\langle\tau:S:\tau\rangle,
\]
where \(\eta\) and \(\tau\) are the true fluctuations of strain and stress about their means.

A laminate of isotropic layers stacked along axis 3 attains the upper bound for shear in the layer plane and the lower bound for shear across the layers.

Now assume that the orientations are uniformly distributed over all rotations and that the large aggregate is elastically isotropic. Subscripts \(V\) and \(R\) mark the moduli of \(\langle C\rangle\) and \(\langle S\rangle^{-1}\), and a star marks those of \(C^*\). The first step is the following lemma, in which \(p\) and \(q\) are constants.

**Lemma 6.** A linear map \(L\) of symmetric tensors that commutes with all rotations has the form \(L(A)=pA+q\,(\operatorname{tr}A)\mathbf1\).

**Proof.** For a unit vector \(n\), the tensor \(L(n\otimes n)\) is unchanged by rotations about \(n\). A symmetric tensor with this property has \(n\) as a principal axis and equal principal values across it, so it equals \(p\,n\otimes n+q\mathbf1\). Rotating \(n\) shows that \(p\) and \(q\) do not depend on it. Any symmetric \(A\) is a sum \(\sum_r\lambda_r n_r\otimes n_r\) over its principal axes, and linearity gives the result. \(\square\)

Let \(J\) extract the isotropic part of a symmetric tensor, \(J:A=\tfrac13(\operatorname{tr}A)\mathbf1\), and let \(D:A=A-J:A\) extract its traceless part. An isotropic stiffness and its inverse are then
\[
C=3KJ+2GD,\qquad S=\frac{J}{3K}+\frac{D}{2G}.
\]
Here \(K\) is the bulk modulus and \(G\) the shear modulus: the stress is \(K(\operatorname{tr}\varepsilon)\mathbf1\) plus \(2G\) times the traceless strain.

The mean over all rotations is isotropic, because a further rotation merely reorders the orientations being averaged. Two contractions fix its two constants. Both \(C_{iijj}\) and \(C_{ijij}\) are unchanged by a rotation, since the rotation matrices pair into identity matrices, so averaging preserves them. From \(J_{ijkl}=\tfrac13\delta_{ij}\delta_{kl}\),
\[
J_{iijj}=3,\qquad J_{ijij}=1.
\]
The identity on symmetric tensors is \(\tfrac12(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})\), with contractions 3 and 6. Subtracting those of \(J\) gives \(D_{iijj}=0\) and \(D_{ijij}=5\). Consequently
\[
C_{iijj}=9K_V,\qquad C_{ijij}=3K_V+10G_V ,
\]
\[
S_{iijj}=\frac1{K_R},\qquad S_{ijij}=\frac1{3K_R}+\frac5{2G_R}.
\]
Solving these equations yields
\[
K_V=\frac{C_{iijj}}9,\qquad
G_V=\frac{3C_{ijij}-C_{iijj}}{30},
\]
\[
K_R=\frac1{S_{iijj}},\qquad
G_R=\frac{15}{2(3S_{ijij}-S_{iijj})}.
\]
A test compares these formulas with a direct average over rotations for a crystal without special symmetry.

**Theorem 2 (isotropic bounds).** For the isotropic aggregate,
\[
K_R\le K^*\le K_V,\qquad G_R\le G^*\le G_V .
\]

**Proof.** All three tensors in Theorem 1 are now isotropic. For \(\bar\varepsilon=e\mathbf1\), the form \(\bar\varepsilon:(3KJ+2GD):\bar\varepsilon\) equals \(9Ke^2\). For a traceless strain it equals \(2G\,\bar\varepsilon:\bar\varepsilon\). Inserting these two loads into Theorem 1 gives the two statements. \(\square\)

If the grains are textured, Theorem 1 still holds with means over the actual orientations, but the formulas for \(K_V\), \(G_V\), \(K_R\) and \(G_R\) no longer describe the complete tensors.

### Cubic grains

A cubic crystal has three stiffness constants. Define
\[
a=\frac{C_{11}-C_{12}}2,\qquad b=C_{44}.
\]
A uniform dilation produces a uniform pressure with modulus \(K=(C_{11}+2C_{12})/3\). A traceless diagonal strain is multiplied by \(C_{11}-C_{12}=2a\), and an off-diagonal strain by \(2b\). The stiffness therefore has eigenvalue \(3K\) once, \(2a\) twice and \(2b\) three times. The contraction \(C_{ijij}\) is the trace over an orthonormal basis of symmetric tensors, hence the sum of these eigenvalues:
\[
3K+4a+6b=3K_V+10G_V .
\]
Also \(C_{iijj}=9K\), so \(K_V=K\) and \(G_V=(2a+3b)/5\). The compliance has the reciprocal eigenvalues, which gives \(K_R=K\) and
\[
\frac5{2G_R}=\frac1a+\frac3{2b},
\qquad
G_R=\frac{5ab}{3a+2b}.
\]
The bulk modulus of a cubic polycrystal is thus fixed by the bounds: \(K^*=K\). Under uniform dilation every grain has the same stress, so both trial fields are the true field.

The gap between the shear bounds is
\[
G_V-G_R=\frac{(2a+3b)(3a+2b)-25ab}{5(3a+2b)}
=\frac{6(a-b)^2}{5(3a+2b)},
\]
because the product in the numerator is \(6a^2+13ab+6b^2\). The gap is quadratic in the difference \(a-b\) when that difference is small. For strong anisotropy it can be useless: as \(b\to0\) at fixed \(a\), the lower bound tends to zero while the upper one tends to \(2a/5\).

### Moduli derived from \(K\) and \(G\)

Under a uniaxial stress \(s\), the mean normal stress is \(s/3\) and the traceless stress along the load is \(2s/3\). Across the load the traceless stress is \(-s/3\). The longitudinal and transverse strains are therefore
\[
\varepsilon_{\parallel}=\frac{s}{9K}+\frac{s}{3G},
\qquad
\varepsilon_{\perp}=\frac{s}{9K}-\frac{s}{6G}.
\]
Young's modulus is \(E=s/\varepsilon_\parallel\), so
\[
\frac1E=\frac1{9K}+\frac1{3G},\qquad E=\frac{9KG}{3K+G}.
\]
It increases with both \(K\) and \(G\), and so lies between its values at \((K_R,G_R)\) and \((K_V,G_V)\).

Poisson's ratio behaves differently. From \(\nu=-\varepsilon_\perp/\varepsilon_\parallel\),
\[
\nu=\frac{3K-2G}{2(3K+G)}=\frac{3-2r}{6+2r},\qquad r=\frac GK,
\]
\[
\frac{d\nu}{dr}=\frac{-2(6+2r)-2(3-2r)}{(6+2r)^2}
=-\frac{18}{(6+2r)^2}<0 .
\]
Thus \(\nu\) rises with \(K\) and falls with \(G\). What Theorem 2 guarantees is
\[
\nu(K_R,G_V)\le\nu^*\le\nu(K_V,G_R).
\]
The values calculated from the Voigt pair and from the Reuss pair are not, in general, guaranteed limits.

For a film, let the two in-plane normal stresses equal \(s\) and let the stress normal to the film vanish. The mean normal stress is \(2s/3\), and the traceless in-plane part is \(s/3\). The in-plane strain is \(s/M\), with the biaxial modulus \(M\) given by
\[
\frac1M=\frac{2}{9K}+\frac1{6G}.
\]
It too increases with \(K\) and \(G\), so \(M_R\le M^*\le M_V\).

### Example: cooling a cubic film

Take model constants \(C_{11}=180\), \(C_{12}=120\) and \(C_{44}=80\) GPa. Then \(a=30\) GPa, \(b=80\) GPa and \(K=(180+240)/3=140\) GPa. The shear bounds are
\[
G_V=\frac{60+240}{5}=60\ \text{GPa},\qquad
G_R=\frac{5\times30\times80}{90+160}=48\ \text{GPa}.
\]
Their gap is 12 GPa, or 25% of the lower bound. Young's modulus lies between 129.2 and 157.5 GPa. Poisson's ratio is 0.346 from the Reuss pair and 0.313 from the Voigt pair, in reverse order, because \(K\) is common to both and \(\nu\) falls with \(G\). The biaxial bounds are
\[
M_R=\left(\frac2{1260}+\frac1{288}\right)^{-1}=197.6\ \text{GPa},
\]
\[
M_V=\left(\frac2{1260}+\frac1{360}\right)^{-1}=229.1\ \text{GPa}.
\]

Suppose that the film's expansion coefficient exceeds the substrate's by \(\Delta\alpha=10\times10^{-6}\ \text{K}^{-1}\), and that the film cools by 100 K from a stress-free state. The substrate is thick and stiff enough, compared with the film, to set the in-plane length. The film would contract more than the substrate allows, so its elastic strain is tensile:
\[
\Delta\alpha\times100\ \text{K}=1.0\times10^{-3}.
\]
Multiplication by \(M\) gives a mean film stress between 198 and 229 MPa. The midpoint, 213.4 MPa, is within 16 MPa of any value the bounds allow. If the film has no texture and that uncertainty is acceptable, the grain arrangement need not be resolved.

Cubic symmetry matters twice here. It fixes \(K\), and it makes thermal expansion the same in every direction of every grain. A uniform thermal strain can then be subtracted without creating misfit between grains, leaving the elastic problem treated above. Grains with anisotropic expansion would also stress one another, and \(M\Delta\alpha\) times the cooling would not be the complete calculation.

### Solved polycrystals

The equilibrium equations were solved on a Fourier grid for periodic cells built from 75 equal cubes, each with a single orientation. Touching cubes with the same orientation form one larger grain. This happens often for the cubic crystal, whose symmetry leaves only five distinct orientations in the set used. A finite set of orientations, in equal amounts, makes \(\langle C\rangle\) and \(\langle S\rangle\) isotropic for the crystals used. The solved \(C^*\) of a finite cell is still slightly anisotropic, so the quoted \(K\) and \(G\) belong to its isotropic part. They obey the same bounds: \(3K\) is the energy form \(\bar\varepsilon:C^*:\bar\varepsilon\) for the dilation \(\bar\varepsilon=\mathbf1/\sqrt3\), which has \(\bar\varepsilon:\bar\varepsilon=1\), and \(2G\) is the mean of this form over five orthonormal traceless strains.

For the cubic crystal, four random arrangements give \(G\) from 54.7 to 54.8 GPa. Refining the grid from 3 to 5 points per cube edge changes the first arrangement by about 0.01 GPa. These values lie inside the interval from 48 to 60 GPa, but they belong to this grain geometry and are not a universal polycrystal value. In the finer cell the shear eigenvalues, divided by two, range from 53.9 to 55.4 GPa, which measures the remaining anisotropy.

The error formula can be followed for a 12 shear. With \(\bar\varepsilon:\bar\varepsilon=1\), the strain component is \(\bar\varepsilon_{12}=1/\sqrt2\), and \(\bar\varepsilon:C^*:\bar\varepsilon=2C^*_{1212}\). Hence
\[
G_V-C^*_{1212}=\tfrac12\langle\eta:C:\eta\rangle,
\qquad 60-54.459=5.541\ \text{GPa}.
\]
The right side was computed separately from the strain field and agrees. For a unit mean stress of the same form, the shear compliance \(1/G\) is twice the complementary form. The Reuss mean, 20.833 TPa\(^{-1}\), exceeds the solved value, 18.365 TPa\(^{-1}\), by the separately computed fluctuation term, 2.469 TPa\(^{-1}\), apart from rounding. Tests assert both identities for the full tensors.

With its film normal along axis 3, the finer cell has \(M=217.2\) GPa and a film stress of 217 MPa. The isotropic formula with \(K=140\) and \(G=54.758\) GPa would give 215.9 GPa. The difference, about 0.6%, reflects the cell's anisotropy, since an isotropic \(C^*\) would give equal values.

### A crystal with two different bulk bounds

A tetragonal model crystal tests the part of Theorem 2 that is trivial for cubic grains. Its constants are \(C_{11}=150\), \(C_{33}=70\), \(C_{12}=50\), \(C_{13}=30\), \(C_{44}=30\) and \(C_{66}=60\) GPa. The Voigt bulk modulus is
\[
K_V=\frac{2(150)+70+2(50)+4(30)}9=65.6\ \text{GPa}.
\]
For the Reuss value apply an equal normal stress of 1 GPa on all faces. The strains satisfy
\[
200\varepsilon_{11}+30\varepsilon_{33}=1,\qquad
60\varepsilon_{11}+70\varepsilon_{33}=1,
\]
with \(\varepsilon_{22}=\varepsilon_{11}\). The solution is \(\varepsilon_{11}=40/12200\) and \(\varepsilon_{33}=140/12200\). The volume strain is \(220/12200\), so \(K_R=12200/220=55.5\) GPa. The solved cell gives 60.9 GPa. Its shear modulus, 39.1 GPa, lies between the bounds of 36.9 and 41.3 GPa.

Poisson's ratio is now 0.228 from the Reuss pair and 0.239 from the Voigt pair, the opposite order to the cubic example. The solved value, 0.236, happens to lie between them. The guaranteed interval is wider, from 0.201 to 0.263.

### Limits of use

The interval for the film stress assumes linear elasticity, bonded grains and no texture. Identifying the film's modulus with the value \(M^*\) of a three-dimensional aggregate also needs many grains through the thickness. Many metal films are textured, and the interval found above can then miss the true stress. Suppose that every grain of the cubic example has a cube axis along the film normal. For an equal in-plane strain \(\varepsilon\), zero normal stress requires \(\varepsilon_{33}=-(2C_{12}/C_{11})\varepsilon\), so
\[
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=140\ \text{GPa}.
\]
With a body diagonal along the normal instead, the same condition gives 272 GPa. Both values lie well outside the untextured bounds of 198 and 229 GPa. If single grains span the film, each one meets the free surface, and the modulus of a three-dimensional aggregate is not justified. The interval itself survives for an untextured film. A uniform strain whose in-plane part is set by the substrate is still compatible, and a uniform in-plane stress puts no traction on the free surface or on the interface. Both trial fields therefore remain allowed, and the mean of the two in-plane stresses still lies between the values given by \(M_R\) and \(M_V\). Yielding invalidates the linear stress estimate.

If grain boundaries slide without shear resistance, the uniform strain remains an allowed trial field, because it simply uses no sliding. The upper bound survives. A uniform shear stress generally puts shear traction on those boundaries and is no longer allowed, so \(G_R\) is no longer a guaranteed lower bound. A uniform hydrostatic stress puts no shear traction on any boundary and remains allowed, so \(K_R\le K^*\) survives as long as the grains stay in contact. Empty pores remove both lower bounds: they carry no stress, which excludes every nonzero uniform stress field, while the upper bound remains with zero stiffness assigned to the pores.

The numerical output below lists the moduli, fluctuation terms and film stresses to more digits than a real film would justify.

## Numbers as computed

```
CUBIC MODEL CRYSTAL
C11, C12, C44: 180, 120, 80 GPa
single-crystal shear moduli a, b: 30, 80 GPa
bulk modulus, both bounds: 140.000 GPa
shear modulus, Reuss: 48.000 GPa
shear modulus, Voigt: 60.000 GPa
shear gap: 12.000 GPa
Young modulus, Reuss: 129.231 GPa
Young modulus, Voigt: 157.500 GPa
Poisson ratio, from Reuss moduli: 0.3462
Poisson ratio, from Voigt moduli: 0.3125
biaxial modulus, Reuss: 197.647 GPa
biaxial modulus, Voigt: 229.091 GPa
SOLVED CUBIC POLYCRYSTAL, 75 grains
projected G, four arrangements, 3 voxels per grain edge: 54.766, 54.668, 54.685, 54.732 GPa
projected G, first arrangement, 5 voxels per edge: 54.758 GPa
projected K, same finer cell: 140.000 GPa
lowest shear eigenmodulus, finer cell: 53.928 GPa
highest shear eigenmodulus, finer cell: 55.436 GPa
biaxial modulus, film normal along axis 3: 217.228 GPa
12 shear modulus at fixed mean strain, C*_1212: 54.459 GPa
12 strain-fluctuation term <eta:C:eta>/2: 5.541 GPa
12 shear compliance 1/G, Reuss mean: 20.833 1/TPa
12 shear compliance, solved cell: 18.365 1/TPa
12 stress-fluctuation term 2<tau:S:tau>: 2.469 1/TPa
FILM ON A STIFF SUBSTRATE
expansion mismatch: 10.0 1e-6/K
cooling: 100 K
elastic mismatch strain: 1.000 1e-3
tensile film stress, Reuss: 197.6 MPa
tensile film stress, solved cell: 217.2 MPa
tensile film stress, Voigt: 229.1 MPa
TETRAGONAL MODEL CRYSTAL, 3 voxels per grain edge
C11, C33, C12, C13, C44, C66: 150, 70, 50, 30, 30, 60 GPa
K Reuss, solved, Voigt: 55.455, 60.876, 65.556 GPa
G Reuss, solved, Voigt: 36.880, 39.052, 41.333 GPa
Poisson from Reuss, solved, Voigt moduli: 0.2278, 0.2358, 0.2395
Poisson safe lower, upper limits: 0.2015, 0.2631
LAMINATE CHECK, layer fractions 0.4 and 0.6
layer K: 50, 100 GPa; layer G: 20, 60 GPa
solved shear modulus across layers: 33.333 GPa
solved shear modulus in layer plane: 44.000 GPa
```
